**First-order ellipsometry of a thin film: numerical tests**

The program tests $\ln(\rho/\rho_0)=igJ+O(d^2)$ with $J=d(\varepsilon_f-\varepsilon_a)(\varepsilon_s-\varepsilon_f)/\varepsilon_f$. Here $\rho=r_p/r_s$, $\rho_0$ is its bare-substrate value, $d$ is the film thickness, $\varepsilon_a,\varepsilon_f,\varepsilon_s$ are the permittivities of ambient, film and substrate, and $g$ holds the dependence on angle. Reference amplitudes come from solving the four field-continuity equations without expansion. The program asserts the first-order slopes for s, p and their ratio in five sets of media, the orders of the remainders, the finite Brewster-angle limit and the index of greatest signal. It also asserts that transparent films of equal $J$ give nearly equal $\Delta$ shifts, and that an absorbing substrate or a second ambient separates $d$ from $\varepsilon_f$ for very thin films. For the 10 Å model film the shift of $\Delta$ is 2.891° at first order and 2.890° without expansion. Five films of equal $J$, from 8.5 to 22.2 Å thick, agree in that shift within 0.002°, while their $\Psi$ shifts span 0.036°.

## Verification by program

```python
"""
Result under test: for a thin film between an ambient and a thick substrate,
    ln(rho/rho0) = i*g*J + O(d^2),   rho = r_p/r_s,
    J = d*(eps_f-eps_a)*(eps_s-eps_f)/eps_f,
    g = 2*k*n_a*cos(t)*sin(t)^2*eps_s
        / ((eps_s-eps_a)*(eps_s*cos(t)^2-eps_a*sin(t)^2)).
If all media are transparent, J is one real number and only the phase Delta
of rho moves at first order. With an absorbing substrate J is complex and
thickness and film permittivity can be separated in principle.

Symbols: d film thickness, eps_a/eps_f/eps_s permittivities of ambient, film
and substrate, t angle of incidence, k = omega/c; time factor exp(-i*omega*t).
Internal units are atomic units; printed lengths are in angstrom.
The reference values come from solving the field-matching equations exactly.
"""
import numpy as np
from scipy import constants
from scipy.optimize import minimize_scalar

HARTREE_EV = constants.value("Hartree energy in eV")
BOHR_A = constants.value("Bohr radius") * 1e10
LIGHT_SPEED = 1.0 / constants.fine_structure

photon_ev = 2.0
k = photon_ev / HARTREE_EV / LIGHT_SPEED


def wave_numbers(eps_a, eps_f, eps_s, t):
    parallel_sq = k**2 * eps_a * np.sin(t)**2
    return [np.sqrt(k**2 * e - parallel_sq + 0j) for e in (eps_a, eps_f, eps_s)]


def reflection(pol, d, eps_a, eps_f, eps_s, t):
    """Exact amplitude from continuity of both tangential fields."""
    qa, qf, qs = wave_numbers(eps_a, eps_f, eps_s, t)
    if pol == "s":
        ya, yf, ys = qa, qf, qs
    else:
        ya, yf, ys = qa / eps_a, qf / eps_f, qs / eps_s
    down, up = np.exp(1j * qf * d), np.exp(-1j * qf * d)
    # unknowns: reflected, film downward, film upward, transmitted
    matrix = np.array([[1, -1, -1, 0],
                       [-ya / k, -yf / k, yf / k, 0],
                       [0, down, up, -1],
                       [0, yf * down / k, -yf * up / k, -ys / k]], complex)
    return np.linalg.solve(matrix, np.array([-1, -ya / k, 0, 0], complex))[0]


def rho(d, *media_angle):
    return reflection("p", d, *media_angle) / reflection("s", d, *media_angle)


def log_change(d, *media_angle):
    return np.log(rho(d, *media_angle) / rho(0.0, *media_angle))


def g_factor(eps_a, eps_s, t):
    c2, s2 = np.cos(t)**2, np.sin(t)**2
    return (2 * k * np.sqrt(eps_a) * np.cos(t) * s2 * eps_s
            / ((eps_s - eps_a) * (eps_s * c2 - eps_a * s2)))


def j_per_thickness(eps_a, eps_f, eps_s):
    return (eps_f - eps_a) * (eps_s - eps_f) / eps_f


def slope(function, *args):
    """Central logarithmic derivative with respect to thickness at d = 0."""
    h = 1e-4 / k
    return np.log(function(h, *args) / function(-h, *args)) / (2 * h)


# First-order formulas for s, p and their ratio, in varied media
cases = [(1.0, 2.25, 16.0, 70), (1.0, 2.25, 10 + 10j, 60),
         (1.69, 4.0, 16.0, 50), (1.0, 7.0, 2.25, 40), (1.69, 1.0, 16.0, 65)]
worst = 0.0
for ea, ef, es, deg in cases:
    t = np.radians(deg)
    qa, qf, qs = wave_numbers(ea, ef, es, t)
    s_formula = 2j * qa * (ef - es) / (ea - es)
    p_formula = (2j * qa / ea * (qf**2 / ef - ef * qs**2 / es**2)
                 / (qa**2 / ea**2 - qs**2 / es**2))
    ratio_formula = 1j * g_factor(ea, es, t) * j_per_thickness(ea, ef, es)
    s_exact = slope(lambda d, *m: reflection("s", d, *m), ea, ef, es, t)
    p_exact = slope(lambda d, *m: reflection("p", d, *m), ea, ef, es, t)
    ratio_exact = slope(rho, ea, ef, es, t)
    for exact, formula in ((s_exact, s_formula), (p_exact, p_formula),
                           (ratio_exact, ratio_formula)):
        worst = max(worst, abs(exact / formula - 1))
assert worst < 1e-5

# Worked example: round model parameters
n_a, n_f, n_s, angle_deg, d_ang = 1.0, 1.5, 4.0, 70.0, 10.0
ea, ef, es, t = n_a**2, n_f**2, n_s**2, np.radians(angle_deg)
d = d_ang / BOHR_A
g = g_factor(ea, es, t)
J = d * j_per_thickness(ea, ef, es)
rho_bare = rho(0.0, ea, ef, es, t)
psi_bare = np.degrees(np.arctan(abs(rho_bare)))
exact_change = log_change(d, ea, ef, es, t)


def psi_shift_deg(d, *media_angle):
    return np.degrees(np.arctan(abs(rho(d, *media_angle)))
                      - np.arctan(abs(rho(0.0, *media_angle))))


assert abs(exact_change.imag / (g * J) - 1) < 0.01

# Orders of the remainders when thickness is halved
small = 2.0 / BOHR_A
full, half = [log_change(x, ea, ef, es, t) for x in (small, small / 2)]
j1 = j_per_thickness(ea, ef, es)
phase_order = np.log2((full.imag - g * j1 * small)
                      / (half.imag - g * j1 * small / 2))
modulus_order = np.log2(full.real / half.real)
assert abs(phase_order - 3) < 0.05 and abs(modulus_order - 2) < 0.05
es_abs = 10 + 10j
first_abs = 1j * g_factor(ea, es_abs, t) * j_per_thickness(ea, ef, es_abs)
tiny = 0.2 / BOHR_A
rem = [abs(log_change(x, ea, ef, es_abs, t) - first_abs * x)
       for x in (tiny, tiny / 2)]
absorbing_order = np.log2(rem[0] / rem[1])
assert abs(absorbing_order - 2) < 0.05

print(f"photon energy = {photon_ev:.1f} eV; k = {k / BOHR_A:.6e} 1/angstrom")
print(f"indices: ambient {n_a}, film {n_f}, substrate {n_s}")
print(f"angle = {angle_deg:.1f} deg; thickness = {d_ang:.1f} angstrom")
print(f"worst relative error of first-order slopes = {worst:.1e}")
print(f"bare surface: rho0 = {rho_bare.real:.5f}, Psi0 = {psi_bare:.4f} deg")
print(f"g = {g / BOHR_A:.5e} rad/angstrom")
print(f"J/d = {j1:.5f}; J = {J * BOHR_A:.4f} angstrom = {J:.4f} bohr")
print(f"Delta shift, first order = {np.degrees(g * J):.5f} deg")
print(f"Delta shift, exact = {np.degrees(exact_change.imag):.5f} deg")
print(f"Psi shift, exact = {psi_shift_deg(d, ea, ef, es, t):.5f} deg")
print(f"power of d: Delta error {phase_order:.3f}, Psi {modulus_order:.3f}")
print(f"power of d, absorbing substrate error = {absorbing_order:.3f}")

# Films of equal J: compare exact Delta and Psi
indices = [1.3, 1.5, 2.0, n_a * n_s / n_f, 3.5]


def family(J_value):
    rows = []
    for n in indices:
        thick = J_value / j_per_thickness(ea, n**2, es)
        change = log_change(thick, ea, n**2, es, t)
        rows.append((n, thick, change.imag,
                     psi_shift_deg(thick, ea, n**2, es, t)))
    return np.array(rows)


rows = family(J)
print("films of equal J: index, d (angstrom), Delta and Psi shifts (deg)")
for n, thick, delta, psi in rows:
    print(f"  {n:.4f}  {thick * BOHR_A:8.4f}  {np.degrees(delta):.5f}"
          f"  {psi:+.5f}")
spread = np.ptp(rows[:, 2])
assert spread / (g * J) < 0.01
spread_order = np.log2(np.ptp(family(J / 10)[:, 2])
                       / np.ptp(family(J / 20)[:, 2]))
assert abs(spread_order - 3) < 0.1
assert np.ptp(rows[:, 3]) > 0.1 * np.max(np.abs(rows[:, 3]))
print(f"spread of their Delta shifts = {np.degrees(spread):.5f} deg")
print(f"power of J in that spread = {spread_order:.3f}")
print("same thickness 10 angstrom: index, exact Delta shift (deg)")
for n in (1.3, 1.5, 2.0):
    shift = log_change(d, ea, n**2, es, t).imag
    print(f"  {n:.1f}  {np.degrees(shift):.5f}")

# A change of angle does not separate two films of equal J
print("angle (deg), exact Delta shifts (deg) for equal-J films n=1.3, 3.5")
for deg in (45, 60, 70, 80):
    a = np.radians(deg)
    for scale in (1.0, 0.1):
        pair = [log_change(scale * J / j_per_thickness(ea, n**2, es),
                           ea, n**2, es, a).imag for n in (1.3, 3.5)]
        if scale == 1.0:
            print(f"  {deg}  {np.degrees(pair[0]):+.5f}"
                  f"  {np.degrees(pair[1]):+.5f}")
        else:
            assert abs(pair[0] / pair[1] - 1) < 1e-3

# Index of greatest signal, found from the exact solution
best = minimize_scalar(lambda n: -slope(rho, ea, n**2, es, t).imag,
                       bounds=(1.05, 3.95), method="bounded",
                       options={"xatol": 1e-7})
assert abs(best.x - np.sqrt(n_a * n_s)) < 1e-3
d_min = J / (n_s - n_a)**2
assert abs(-best.fun * d_min / (g * J) - 1) < 1e-5
print(f"index of greatest Delta shift per thickness = {best.x:.4f}")
print(f"least thickness allowed by J = {d_min * BOHR_A:.4f} angstrom")

# Finite first-order ratio at the Brewster angle
brewster = np.arctan(n_s / n_a)
brewster_slope = -0.5j * k * np.sqrt(ea + es) / (es - ea) * j1
thin = 0.01 / BOHR_A
assert abs(rho(thin, ea, ef, es, brewster) / (brewster_slope * thin) - 1) < 1e-3
rho_b = rho(d, ea, ef, es, brewster)
print(f"Brewster angle = {np.degrees(brewster):.4f} deg")
print(f"Im rho there: first order {(brewster_slope * d).imag:.6f},"
      f" exact {rho_b.imag:.6f}")
print(f"Re rho there, exact = {rho_b.real:.6f}")


# Separation of thickness and permittivity with an absorbing substrate
def retrieve_absorbing(thick):
    j_meas = (log_change(thick, ea, ef, es_abs, t)
              / (1j * g_factor(ea, es_abs, t)))
    b = j_meas.imag / es_abs.imag
    a = es_abs.real * b - j_meas.real
    return a / b, a / (a / b - ea)


eps_found, d_found = retrieve_absorbing(0.001 / BOHR_A)
assert abs(eps_found / ef - 1) < 1e-3
assert abs(d_found * BOHR_A / 0.001 - 1) < 1e-3
print(f"absorbing substrate eps = {es_abs.real:.0f}+{es_abs.imag:.0f}i;"
      f" true film eps = {ef:.4f}")
print("true d (angstrom), retrieved film eps, retrieved d (angstrom)")
for x in (0.1, 1.0, 10.0):
    eps_found, d_found = retrieve_absorbing(x / BOHR_A)
    print(f"  {x:.1f}  {eps_found:.4f}  {d_found * BOHR_A:.4f}")

# Separation with two ambients over a transparent substrate
ea2 = 1.3**2


def retrieve_two_ambients(thick):
    j_first, j_second = [log_change(thick, e, ef, es, t).imag
                         / g_factor(e, es, t) for e in (ea, ea2)]
    ratio = j_first / j_second
    eps = (ratio * ea2 - ea) / (ratio - 1)
    return eps, j_first / j_per_thickness(ea, eps, es)


eps_found, d_found = retrieve_two_ambients(0.1 / BOHR_A)
assert abs(eps_found / ef - 1) < 1e-3
assert abs(d_found * BOHR_A / 0.1 - 1) < 1e-3
eps_found, d_found = retrieve_two_ambients(d)
print(f"two ambients, indices {n_a:.1f} and {np.sqrt(ea2):.1f}, true d = 10 A:")
print(f"  retrieved film eps = {eps_found:.4f},"
      f" d = {d_found * BOHR_A:.4f} angstrom")

print("every check passed")
```

Running it gives:

```
photon energy = 2.0 eV; k = 1.013546e-03 1/angstrom
indices: ambient 1.0, film 1.5, substrate 4.0
angle = 70.0 deg; thickness = 10.0 angstrom
worst relative error of first-order slopes = 1.2e-06
bare surface: rho0 = -0.20190, Psi0 = 11.4147 deg
g = 6.60534e-04 rad/angstrom
J/d = 7.63889; J = 76.3889 angstrom = 144.3541 bohr
Delta shift, first order = 2.89100 deg
Delta shift, exact = 2.88957 deg
Psi shift, exact = 0.00947 deg
power of d: Delta error 3.000, Psi 2.000
power of d, absorbing substrate error = 2.000
films of equal J: index, d (angstrom), Delta and Psi shifts (deg)
  1.3000   13.0746  2.88934  +0.01044
  1.5000   10.0000  2.88957  +0.00947
  2.0000    8.4877  2.89003  +0.00724
  2.6667   10.0000  2.89089  +0.00187
  3.5000   22.1811  2.88966  -0.02594
spread of their Delta shifts = 0.00155 deg
power of J in that spread = 3.000
same thickness 10 angstrom: index, exact Delta shift (deg)
  1.3  2.21041
  1.5  2.88957
  2.0  3.40455
angle (deg), exact Delta shifts (deg) for equal-J films n=1.3, 3.5
  45  +0.44610  +0.44518
  60  +1.09186  +1.09009
  70  +2.88934  +2.88966
  80  -3.26413  -3.24029
index of greatest Delta shift per thickness = 2.0000
least thickness allowed by J = 8.4877 angstrom
Brewster angle = 75.9638 deg
Im rho there: first order -0.010641, exact -0.010640
Re rho there, exact = 0.000111
absorbing substrate eps = 10+10i; true film eps = 2.2500
true d (angstrom), retrieved film eps, retrieved d (angstrom)
  0.1  2.2486  0.1000
  1.0  2.2360  1.0033
  10.0  2.1120  10.3768
two ambients, indices 1.0 and 1.3, true d = 10 A:
  retrieved film eps = 2.2484, d = 9.9995 angstrom
every check passed
```
